# When a hybrid functional's eigenvalue gap equals its total-energy gap, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I am told that in a solid the eigenvalue gap of a hybrid functional equals $I-A$ computed from total energies of the same functional. In a molecule the two differ by electronvolts. What exactly are the objects being compared?

**A.** Take fixed nuclei, Hartree atomic units and real spin-orbitals $\phi_p(x)$, where $x$ stands for position and spin. The variable is the one-particle density matrix $\gamma=\sum_p f_p|p\rangle\langle p|$, with occupations $0\le f_p\le1$ and density $n(x)=\gamma(x,x)$. A hybrid with exact-exchange fraction $\alpha$ is

$$E[\gamma]=\mathrm{Tr}\,h\gamma+\tfrac12\iint n(x)V(x,x')n(x')-\tfrac{\alpha}{2}\iint V(x,x')\,\gamma(x,x')^2+\int e_{sl}(n(x)).$$

Here $h$ holds the kinetic energy and the external potential, $V$ is the symmetric pair interaction, and $e_{sl}$ is what remains of the semilocal exchange and correlation. I write $e_{sl}$ as a function of the density $n(x)$ of one spin channel alone; gradient terms would turn its second derivative into a differential operator acting on $\delta n$, and correlation, which couples the two spin densities, would make it a $2\times2$ matrix in spin. On a lattice the integrals are sums over sites.

Replace $\gamma$ by $\gamma+\delta\gamma$ with $\delta\gamma$ symmetric and collect powers. The Hartree term gives $\iint\delta n\,V n+\frac12\iint\delta n\,V\delta n$, the two cross terms being equal because $V$ is symmetric. The exchange term gives $-\alpha\iint V\gamma\,\delta\gamma-\frac\alpha2\iint V\delta\gamma^2$. The semilocal term gives $\int e_{sl}'\,\delta n+\frac12\int e_{sl}''\,\delta n^2$. Therefore

$$E[\gamma+\delta\gamma]=E[\gamma]+\mathrm{Tr}\,F\,\delta\gamma+\tfrac12\mathrm{Tr}\,\delta\gamma\,K[\delta\gamma]+\dots$$

$$F(x,x')=h(x,x')+\delta(x-x')\Big[\int V n+e_{sl}'(n)\Big]-\alpha V(x,x')\gamma(x,x'),$$

$$K[\delta\gamma](x,x')=\delta(x-x')\Big[\int V\delta n+f_{sl}\,\delta n\Big]-\alpha V(x,x')\,\delta\gamma(x,x'),\qquad f_{sl}=e_{sl}''(n).$$

$F$ is the generalized Kohn-Sham (GKS) operator and $K[\delta\gamma]$ is the first-order change of $F$. Each term of $\mathrm{Tr}\,A\,K[B]$ is symmetric in $A$ and $B$, so $\mathrm{Tr}\,A\,K[B]=\mathrm{Tr}\,B\,K[A]$.

The system is an insulator of $M$ cells with $N$ electrons. The GKS gap is $\varepsilon_c-\varepsilon_v$, the lowest empty minus the highest filled eigenvalue of $F[\gamma_N]$. The total-energy gap is $I-A$, with $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$, each energy being self-consistent for the same $E[\gamma]$.

**Q.** An eigenvalue is a derivative at best, and $I$ and $A$ are finite differences. Start with the derivative. Janak's theorem is stated for a local potential. Why should it survive a nonlocal exchange operator?

**A.** Locality is never used. At fixed occupations the orbitals can be rotated, $\gamma\to e^{X}\gamma e^{-X}$ with $X$ real and antisymmetric, so that $\delta\gamma=[X,\gamma]$ to first order. Cyclic invariance of the trace gives

$$\delta E=\mathrm{Tr}\,F(X\gamma-\gamma X)=\mathrm{Tr}\,X(\gamma F-F\gamma)=\mathrm{Tr}\,X[\gamma,F].$$

The commutator of two symmetric operators is antisymmetric, so this vanishes for all antisymmetric $X$ only if $[\gamma,F]=0$. In the orbital basis this reads $(f_p-f_q)F_{pq}=0$: $F$ does not connect orbitals of different occupation. Among orbitals of equal occupation $F$ can be diagonalized without changing $\gamma$. The orbitals are then eigenfunctions, $F|p\rangle=\varepsilon_p|p\rangle$.

Now vary one occupation $f=f_c$ and keep the solution stationary. The density matrix changes through the occupation and through the orbitals:

$$\frac{d\gamma}{df}=|c\rangle\langle c|+[X,\gamma],\qquad \frac{dE}{df}=\langle c|F|c\rangle+\mathrm{Tr}\,X[\gamma,F]=\varepsilon_c(f).$$

The theorem holds because $F$ is the derivative of $E$ with respect to $\gamma$ and the orbitals are varied freely. If the same energy is minimized over orbitals that must come from one multiplicative potential, as in the optimized effective potential method, the orbitals are eigenfunctions of a different operator, $[\gamma,F]$ need not vanish, and for $\alpha>0$ the empty eigenvalue of that operator is in general not $\langle c|F|c\rangle$. The statement concerns the GKS gap only.

**Q.** A state with a fractional $f$ put into the Fock expression is no physical state. Why am I allowed to integrate through it?

**A.** The fractional states serve as a differentiable path between two physical end points, and only the end points enter $I$ and $A$. Let $\varepsilon_c(f)$ be the eigenvalue along the path from $\gamma_N$ ($f=0$) to $N+1$ electrons ($f=1$), and let $\kappa_c(f)=d\varepsilon_c/df$ be the curvature. Integrate by parts, choosing $f-1$ as the antiderivative of $1$:

$$-A=\int_0^1\varepsilon_c\,df=\big[(f-1)\varepsilon_c\big]_0^1-\int_0^1(f-1)\kappa_c\,df=\varepsilon_c(0)+\int_0^1(1-f)\,\kappa_c\,df.$$

For the hole, $f=f_v$ runs from $0$ ($N-1$ electrons) to $1$ ($N$ electrons), and the antiderivative is $f$:

$$-I=\int_0^1\varepsilon_v\,df=\big[f\varepsilon_v\big]_0^1-\int_0^1f\,\kappa_v\,df=\varepsilon_v(1)-\int_0^1 f\,\kappa_v\,df.$$

The values $\varepsilon_c(0)$ and $\varepsilon_v(1)$ are eigenvalues of one and the same operator $F[\gamma_N]$, provided that $\gamma(f)$ tends to $\gamma_N$ from both sides, because $F$ is a continuous function of $\gamma$. Subtracting the second line from the first,

$$(I-A)-(\varepsilon_c-\varepsilon_v)=\int_0^1(1-f)\,\kappa_c\,df+\int_0^1f\,\kappa_v\,df.$$

This is exact for any size. It rests on two things: that the path is differentiable, and that its far ends are the states whose energies define $I$ and $A$. Call the left side the deviation. The two gaps agree when the weighted curvatures vanish.

**Q.** Show me that the curvature is really there in a molecule, with a functional that people use.

**A.** Take H$_2$CO with unrestricted PBE0 in the 6-31G basis on a coarse integration grid, at a rounded geometry close to equilibrium (C=O 2.28 bohr, C–H 2.08 bohr, HCH $116^\circ$). The $\beta$-spin HOMO is emptied continuously. The total energies give

$$I=-113.932715-(-114.326218)=0.393503\ \text{Ha}.$$

A four-point Gauss-Legendre integral of $-\varepsilon_v(f)$ gives $0.393503$ Ha as well; the numerical check asserts agreement to $2\times10^{-5}$ Ha. The six decimals document the identity, not the accuracy of this basis. The eigenvalue itself moves from $-0.279844$ Ha at $f=1$ to $-0.505800$ Ha at $f=0$, so the mean curvature is $0.505800-0.279844=0.225956$ Ha. The weighted integral is $\int f\kappa_v\,df=I+\varepsilon_v(1)=0.113659$ Ha, close to half the mean curvature, $0.112978$ Ha, as a constant $\kappa_v$ would give. The difference of the two is $\int(f-\frac12)\kappa_v\,df$, which is blind to any variation of $\kappa_v$ symmetric about $f=\frac12$, so this is consistent with a nearly constant curvature without proving it. At this level $I=10.7$ eV while $-\varepsilon_{\rm HOMO}=7.6$ eV, a shortfall of $3.1$ eV relative to the same functional's own $I$. These values are not converged in the basis: in def2-TZVP they become $10.8$, $7.8$ and $2.9$ eV, shifts of up to $0.2$ eV that leave the conclusion unchanged.

**Q.** Then the whole matter is the size of $\kappa$. It includes orbital relaxation, which couples the added electron to all $N$ others. Derive it.

**A.** Begin at $f=0$, with $i,j$ labelling filled and $a,b$ empty orbitals, $c$ among the latter. For a normalized nondegenerate eigenvector the Hellmann-Feynman relation gives $\kappa_c=\langle c|\,dF/df\,|c\rangle=\langle c|K[\gamma']|c\rangle$ with $\gamma'=d\gamma/df$. The rotation part has elements $[X,\gamma]_{pq}=X_{pq}(f_q-f_p)$, which at $f=0$ survive only for empty-filled pairs. With $x_{ai}=X_{ai}$,

$$\gamma'=|c\rangle\langle c|+\sum_{ai}x_{ai}\big(|a\rangle\langle i|+|i\rangle\langle a|\big).$$

The amplitudes follow from keeping $\langle a|F|i\rangle=0$. Under the rotation $|i\rangle$ changes at the rate $\sum_b x_{bi}|b\rangle$ and $|a\rangle$ at the rate $-\sum_j x_{aj}|j\rangle$; rotations within the filled or within the empty space add terms $\langle a|F|j\rangle$ or $\langle b|F|i\rangle$, which are zero. Hence

$$0=\langle a|K[\gamma']|i\rangle+\varepsilon_a x_{ai}-\varepsilon_i x_{ai}.$$

Insert $\gamma'$ and use the linearity of $K$:

$$\sum_{bj}H_{ai,bj}\,x_{bj}=-b_{ai},\qquad b_{ai}=\langle a|K[cc]|i\rangle,$$

$$H_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+\langle a|K\big[|b\rangle\langle j|+|j\rangle\langle b|\big]|i\rangle,$$

where $K[cc]$ means $K[|c\rangle\langle c|]$. In the curvature, the symmetry of $K$ turns each relaxation term into $\mathrm{Tr}\,(|a\rangle\langle i|+|i\rangle\langle a|)K[cc]=2b_{ai}$, so with $K_{cc}=\langle c|K[cc]|c\rangle$

$$\kappa_c=K_{cc}+2\,b^{T}x=K_{cc}-2\,b^{T}H^{-1}b.$$

The hole at $f_v=1$ gives the same formula with $|v\rangle\langle v|$ in place of $|c\rangle\langle c|$, because all pairs with unequal occupation are again the empty-filled pairs.

$H$ has a direct meaning. To second order $e^X\gamma e^{-X}$ contains $\frac12[X,[X,\gamma]]$, whose diagonal elements are $+\sum_i x_{ai}^2$ on an empty orbital and $-\sum_a x_{ai}^2$ on a filled one, contributing $\sum x_{ai}^2(\varepsilon_a-\varepsilon_i)$ to $\mathrm{Tr}\,F\delta\gamma$. The term $\frac12\mathrm{Tr}\,\delta\gamma K[\delta\gamma]$ gives $\frac12\cdot2$ times the kernel part of $x^THx$. So $E=E(N)+x^THx$, and $H>0$ says that $\gamma_N$ is a stable minimum under real rotations. Two assumptions have now entered: (a) $E$ is differentiable a few times near $\gamma_N$, which needs a density that does not vanish where the carrier lives, and (b) the lowest eigenvalue $\lambda_{\min}$ of $H$ stays above a positive constant as $M$ grows. With $H>0$ relaxation lowers the curvature, so $\kappa\le K_{cc}$ at integer $N$.

**Q.** Take the direct term first. It contains the self-repulsion of the carrier, which exact exchange cancels only in part.

**A.** With $\delta\gamma(x,x')=\phi_c(x)\phi_c(x')$ and $\rho=\phi_c^2$, the Hartree part of $K_{cc}$ is $J=\iint\rho V\rho$, and the exchange part is $-\alpha\iint\phi_c(x)V\phi_c(x)\phi_c(x')\phi_c(x')=-\alpha J$. Thus

$$K_{cc}=(1-\alpha)J+\int f_{sl}\,\rho^2.$$

Now add assumption (c): the solutions along the path keep the lattice periodicity, so that the carrier is a Bloch state. To keep the orbitals real, take a nondegenerate band edge at a wave vector $k_c$ equivalent to $-k_c$, such as the zone centre or a zone-boundary point. On a lattice with sites $a$ in each cell $R$, $\rho(R,a)=p_a/M$ with $\sum_ap_a=1$. In the double sum for $J$ one cell index gives a factor $M$ and the other is summed into $\bar V_{ab}=\sum_RV(Ra,0b)$:

$$K_{cc}=\frac1M\Big[(1-\alpha)\,p^T\bar Vp+\sum_af_a\,p_a^2\Big].$$

For a short-range interaction $\bar V$ converges, and $K_{cc}=O(1/M)$. The self-repulsion is not cancelled; it is diluted. For $\alpha=1$ with no semilocal term (Hartree-Fock), $K_{cc}=0$ at any size and $\kappa\le0$.

If (a) fails because the carrier enters a spin channel with no background density, $f_{sl}\propto n^{-2/3}$ diverges for local exchange. The energy of that channel, $-c\sum n^{4/3}$ with $n=fp_a/M$ on $M$ cells, is then $-c\,f^{4/3}M^{-1/3}\sum_ap_a^{4/3}$. It still vanishes, but as $M^{-1/3}$, and the expansion in $\kappa(0)$ is not available.

**Q.** The relaxation term worries me more. It is a sum over a number of pairs that grows like $M^2$. Small terms times many terms may stay finite.

**A.** Bound the sum as a whole. Since $H^{-1}\le1/\lambda_{\min}$,

$$0\le2b^TH^{-1}b\le\frac{2|b|^2}{\lambda_{\min}}.$$

The $b_{ai}$ are some of the matrix elements of $W=K[cc]$ in an orthonormal basis, so $|b|^2\le\sum_{pq}W_{pq}^2$, and this sum is the same in every orthonormal basis. Evaluate it on sites, with $s$ sites per cell. Let $S_1$ and $S_2$ bound $\sum_{l}|V_{ml}|$ and $\sum_lV_{ml}^2$, and let $f_{\max}$ bound $|f_a|$. Since $\rho\le1/M$, the local part of $W$ is at most $(S_1+f_{\max})/M$ on each of $sM$ sites, and the exchange part is at most $\alpha|V_{ml}|/M$. With $(u+w)^2\le2u^2+2w^2$,

$$|b|^2\le\frac{2s}{M}\big[(S_1+f_{\max})^2+\alpha^2S_2\big]=O(1/M).$$

In the continuum a multiplicative potential $w(x)$ has no finite sum of squares over all pairs, but only filled $i$ are needed: $\sum_{ai}\langle a|w|i\rangle^2\le\sum_i\langle i|w^2|i\rangle=\int n\,w^2$, which is $M\cdot M^{-2}$. The exchange part is bounded by $\alpha^2\iint V^2\rho\rho=O(1/M)$ for a square-integrable $V$. The physical count is that each of $M$ cells is perturbed by $O(1/M)$ and relaxes with an energy quadratic in the perturbation.

**Q.** That is $\kappa$ at $f=0$. The deviation needs it for all $f$ up to $1$, and at finite $f$ the state $c$ mixes with empty conduction states lying arbitrarily close above it.

**A.** This is the place where (c) does its work. At general $f$ take every pair $(p,q)$ with weight $w_{pq}=f_q-f_p>0$ and $D_{pq}=\varepsilon_p-\varepsilon_q$. The steps above go through with $\gamma'=|c\rangle\langle c|+\sum w_{pq}X_{pq}(|p\rangle\langle q|+|q\rangle\langle p|)$ and give $DX+b+\mathcal KwX=0$, where $\mathcal K$ is the kernel part of $H$ extended to these pairs. Multiply by $\sqrt w$ and set $y=\sqrt w\,X$:

$$H_f\,y=-\sqrt w\,b,\qquad H_f=D+\sqrt w\,\mathcal K\sqrt w,\qquad\kappa_c(f)=K_{cc}-2(\sqrt w\,b)^TH_f^{-1}(\sqrt w\,b).$$

The pairs $(c,i)$ now have weight $1-f$, and new pairs $(a,c)$ appear with weight $f$. On the periodic branch $\gamma'$ and $K[\gamma']$ commute with lattice translations, so only pairs with equal wave vector take part. The state $c$ then mixes only with other bands at $k_c$, across finite separations; the close conduction states have other wave vectors and are excluded by symmetry.

In this sector there are of order $M$ pairs. Each element of $\mathcal K$ and of $b$ contains four Bloch functions of size $M^{-1/2}$ and one free sum over $M$ cells, so it is $O(1/M)$, and each row of $\mathcal K$ has norm $O(M^{-1/2})$. The reweighted and the new pairs are a fixed number of rows, so they alter the kernel part of the matrix by $O(M^{-1/2})$ in norm while their diagonal $D$ stays finite, and $H_f$ remains positive for large $M$. Then $|y|=O(M^{-1/2})$. The Cauchy-Schwarz inequality gives $(\mathcal KwX)_{pq}=O(M^{-1/2}\cdot M^{-1/2})$, and so each amplitude $X_{pq}=-(b+\mathcal KwX)_{pq}/D_{pq}$ is $O(1/M)$. Over the whole path the cell-normalized orbitals, the site densities and the eigenvalue differences therefore change by $O(1/M)$. This also supplies the continuity of $\gamma(f)$ at integer $N$ used earlier. The quantities $MK_{cc}$ and $M\,b^TH_f^{-1}b$ are smooth functions of those ingredients if $e_{sl}$ has a third derivative, and the pairs with altered weight contribute $b^2=O(M^{-2})$ each. Hence $M\kappa(f)=M\kappa(0)+O(1/M)$. With $\int_0^1(1-f)\,df=\int_0^1f\,df=\frac12$,

$$(I-A)-(\varepsilon_c-\varepsilon_v)=\frac{\kappa_c+\kappa_v}{2}+O(M^{-2}),\qquad\kappa_c,\ \kappa_v=O(1/M),$$

for a short-range interaction under (a), (b) and (c), the curvatures being taken at integer $N$. The equality of the two gaps is the limit $M\to\infty$, and it holds edge by edge: $-A\to\varepsilon_c$ and $-I\to\varepsilon_v$.

**Q.** Orders of magnitude are easy to write down. Put numbers on the coefficient.

For a short-range interaction and under assumptions (a), (b) and (c), the deviation between the two gaps is half the sum of the edge curvatures to leading order and vanishes as $1/M$. It remains to put numbers on the coefficient, and to examine the Coulomb interaction and carriers that break the lattice periodicity.
